\section*{Constrained Monte Carlo for Magnetic Anisotropy at Finite Temperature}

\section{The quantity to be computed}

A magnetic memory cell keeps its state because turning the magnetization away from the easy axis costs free energy. At working temperature the atomic spins fluctuate, which in the model below makes this cost smaller than the anisotropy energy of perfectly aligned spins. An ordinary simulation at equilibrium seldom visits the hard directions when the barrier is many times $k_BT$. The remedy is to hold the direction of the total magnetization, let everything else fluctuate, and integrate the mean restoring torque.

Take $N$ classical unit spins $\mathbf S_i$ with
\begin{equation}
E=-J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j-k\sum_i(\mathbf S_i\cdot\mathbf e)^2 ,
\end{equation}
where each bond is counted once, $J>0$, $k>0$ and $\mathbf e$ is the easy axis. Let $\mathbf M=\sum_i\mathbf S_i$, $M=|\mathbf M|$, $\hat{\mathbf M}=\mathbf M/M$ and $\beta=1/k_BT$. The free energy at direction $\mathbf n$ is
\begin{equation}
F(\mathbf n)=-k_BT\ln Z(\mathbf n),\quad
Z(\mathbf n)=\int\prod_i d\Omega_i\,\delta^2(\hat{\mathbf M}-\mathbf n)\,e^{-\beta E}. \label{Z}
\end{equation}
The delta function is taken per unit solid angle, so $Z(\mathbf n)$ is proportional to the equilibrium probability density of the magnetization direction. The length $M$ is free.

\section{Free energy from torque}

Let $\theta$ be the angle from $\mathbf e$ to $\mathbf n$. The measure and the exchange energy are unchanged by a common rotation of all spins, so we may work in a frame where $\mathbf n=\hat{\mathbf z}$ and the easy axis is tilted:
\begin{equation}
\mathbf e=(-\sin\theta,0,\cos\theta),\qquad
\frac{d\mathbf e}{d\theta}=(-\cos\theta,0,-\sin\theta).
\end{equation}
The constraint no longer depends on $\theta$. Differentiating $-k_BT\ln Z$ therefore acts on the Boltzmann factor alone:
\begin{align}
\frac{dF}{d\theta}&=-\frac{k_BT}{Z}\int(-\beta)\frac{\partial E}{\partial\theta}\,e^{-\beta E}(\cdots)
=\left\langle\frac{\partial E}{\partial\theta}\right\rangle\nonumber\\
&=2k\sum_i\left\langle(\mathbf S_i\cdot\mathbf e)(S_{ix}\cos\theta+S_{iz}\sin\theta)\right\rangle. \label{slope}
\end{align}
At zero temperature $\mathbf S_i=\hat{\mathbf z}$, and this becomes $2kN\cos\theta\sin\theta=kN\sin2\theta$, the slope of $kN\sin^2\theta$.

To see that this is a torque, turn all spins by $\delta\theta$ about $\hat{\mathbf y}$, which carries $z$ towards $x$ and raises $\theta$. With $\mathbf H_i=-\partial E/\partial\mathbf S_i$ and $\delta\mathbf S_i=\delta\theta\,\hat{\mathbf y}\times\mathbf S_i$,
\begin{equation}
\delta E=-\sum_i\mathbf H_i\cdot\delta\mathbf S_i
=-\delta\theta\,\hat{\mathbf y}\cdot\sum_i\mathbf S_i\times\mathbf H_i .
\end{equation}
Thus $dF/d\theta=-\langle\sum_i(\mathbf S_i\times\mathbf H_i)_y\rangle$. Exchange drops out because $\mathbf S_i\times\mathbf S_j+\mathbf S_j\times\mathbf S_i=0$ on each bond. The barrier is
\begin{equation}
\Delta F=F(90^\circ)-F(0)=\int_0^{\pi/2}\frac{dF}{d\theta}\,d\theta
\approx\sum_a w_a\left.\frac{dF}{d\theta}\right|_{\theta_a}. \label{quad}
\end{equation}
Four Gauss--Legendre angles suffice here. For a slope proportional to $\sin2\theta$, the remainder formula bounds the quadrature error by $10^{-5}$ of the exact integral.

\section{Paired moves and their acceptance}

\subsection{The weight on the constrained states}

Near $\hat{\mathbf M}=\hat{\mathbf z}$ the two coordinates of the direction are $M_x/M$ and $M_y/M$. At $M_x=M_y=0$ their derivatives with respect to $M_x$ and $M_y$ are $1/M$, with no cross terms. Hence
\begin{equation}
\delta^2(\hat{\mathbf M}-\hat{\mathbf z})=M^2\,\delta(M_x)\,\delta(M_y),\qquad M_z>0. \label{msq}
\end{equation}

Choose an ordered pair $(i,j)$ and eliminate spin $j$ with the two delta functions. The normal to the unit sphere at $\mathbf S_j$ is $\mathbf S_j$ itself, so a surface element projects onto the $xy$ plane as $dx_j\,dy_j=|S_{jz}|\,d\Omega_j$. On each branch, $S_{jz}>0$ or $S_{jz}<0$,
\begin{equation}
\int d\Omega_j\,\delta(M_x)\delta(M_y)(\cdots)
=\int\frac{dx_jdy_j}{|S_{jz}|}\,\delta(M_x)\delta(M_y)(\cdots)
=\frac{(\cdots)}{|S_{jz}|}.
\end{equation}
The density in the solid angles of the remaining spins is therefore
\begin{equation}
\pi\propto\frac{M^2}{|S_{jz}|}\,e^{-\beta E}. \label{pi}
\end{equation}

\subsection{Detailed balance}

Draw $\mathbf S_i'$ from a proposal density $q$ that depends only on $\mathbf S_i\cdot\mathbf S_i'$. Adding an isotropic Gaussian vector of fixed width and normalizing has this property. Then set
\begin{equation}
S'_{j\alpha}=S_{j\alpha}+S_{i\alpha}-S'_{i\alpha}\quad(\alpha=x,y),
\end{equation}
\begin{equation}
S'_{jz}=\mathrm{sign}(S_{jz})\sqrt{1-S_{jx}'^2-S_{jy}'^2}.
\end{equation}
The move is rejected if the root is imaginary or if $M_z'\le0$. Starting from the new state with the same ordered pair, drawing $\mathbf S_i$ restores the old $S_{jx}$ and $S_{jy}$, and the retained sign restores $S_{jz}$. Each allowed move thus has a unique reverse with the same $q$.

Accept with probability
\begin{equation}
A=\min\left\{1,r\right\},\qquad
r=\frac{\pi'}{\pi}=\left(\frac{M'}{M}\right)^2\left|\frac{S_{jz}}{S'_{jz}}\right|e^{-\beta(E'-E)}. \label{acc}
\end{equation}
The forward flux is $\pi q\min(1,\pi'/\pi)=q\min(\pi,\pi')$. This is symmetric in the two states, so it equals the reverse flux. Choosing ordered pairs at random, independently of the spins, mixes moves that each satisfy detailed balance, and the mixture satisfies it too.

Detailed balance does not by itself ensure that all states are reached. The compensating spin never changes the sign of its $z$ component, so every spin must also be drawn in the first role.

\section{Implementation}

Let $\mathbf h_i$ be the sum of the neighbours of spin $i$, $\mathbf d_i=\mathbf S_i'-\mathbf S_i$, and $A_{ij}=1$ if $i$ and $j$ are neighbours, otherwise 0. Since
$\mathbf S_i'\cdot\mathbf S_j'-\mathbf S_i\cdot\mathbf S_j=\mathbf d_i\cdot\mathbf S_j+\mathbf d_j\cdot\mathbf S_i+\mathbf d_i\cdot\mathbf d_j$, the exchange change is
\begin{equation}
\Delta E_{\rm ex}=-J(\mathbf d_i\cdot\mathbf h_i+\mathbf d_j\cdot\mathbf h_j+A_{ij}\mathbf d_i\cdot\mathbf d_j).
\end{equation}
The last term is needed when the two spins share a bond.

\begin{verbatim}
for each temperature T and angle theta_a:
  e = (-sin theta_a, 0, cos theta_a)
  set all S = z;  Mz = N
  repeat for each sweep:
    repeat N times:
      choose ordered pair i != j at random
      Si' = normalize(Si + step * Gaussian vector)
      Sj'(x,y) = Sj(x,y) + Si(x,y) - Si'(x,y)
      q = 1 - Sj'x^2 - Sj'y^2
      if q <= 0: reject
      Sj'z = sign(Sjz) * sqrt(q)
      Mz' = Mz + Si'z - Siz + Sj'z - Sjz
      if Mz' <= 0: reject
      r = (Mz'/Mz)^2 * |Sjz/Sj'z| * exp(-dE/kT)
      accept if uniform(0,1) < r
    after warm-up: record dE/dtheta and Mz/N
barrier = sum_a w_a * mean(dE/dtheta at theta_a)
\end{verbatim}

A rejected move leaves the old state in place, and that state counts again in the averages. The work per move is proportional to the number of neighbours, so a sweep costs a time proportional to $N$ for short-range exchange. A fixed step $1.2\sqrt{k_BT/6J}$ gave acceptance rates of 0.38 to 0.42 in the example below.

Long spin waves relax slowest. Treat the local moves as diffusion with constant $D\propto k_BT/J$ per sweep. A mode of stiffness $\varepsilon$ then relaxes at a rate $D\varepsilon/k_BT\propto\varepsilon/J$. In a wide cell with weak anisotropy the smallest $\varepsilon$ scales as the inverse square of the width, so the number of sweeps needed grows as the width squared. Errors should come from independent copies, because successive sweeps are correlated.

\section{A four-spin test of the rule}

A ring of four spins with $k=J$ and $k_BT=2J$ is small enough to sample from the definition. Draw independent uniform spins, then reflect each set so that its $\mathbf M$ points along $z$. Because the uniform measure is invariant under reflections, this produces the measure in Eq.~(\ref{Z}) without using Eq.~(\ref{msq}) or any paired move. Boltzmann weights supply the energy.

For detailed balance, 300\,000 such states with the easy axis tilted by 0.7 rad were sorted into six classes, by three ranges of $M_z$ and two of $|S_{jz}|$. One paired move was applied to each. Among the fifteen pairs of classes the largest difference between opposite fluxes was 2.5 standard errors, within the test limit of 4.5. Omitting $M^2$ raised it to 43, and omitting $1/|S_{jz}|$ raised it to 34.5.

The barrier gives a second test. Direct averaging of the Boltzmann factor gives $(0.942\pm0.003)J$, and the torque integral gives $(0.934\pm0.004)J$, a difference of 1.7 combined standard errors. With $M^2$ omitted the torque integral gives $(0.298\pm0.005)J$.

That last number exposes a limit of torque checks. The measure $\delta(M_x)\delta(M_y)$ without $M^2$ also turns rigidly with $\mathbf n$, so the derivation of Eq.~(\ref{slope}) holds for it. Its torque is the slope of a perfectly good potential, but not of the $F$ that gives the probability of a direction. Agreement between torque and that potential would not reveal the missing factor.

For many weakly ordered spins the size of the error can be estimated. If the components of $\mathbf M$ are roughly Gaussian with variance $\sigma^2$, the distribution of $M$ at fixed direction is $M^2e^{-M^2/2\sigma^2}$, with $\langle M^2\rangle=3\sigma^2$. Without the factor it is $e^{-M^2/2\sigma^2}$, with $\langle M^2\rangle=\sigma^2$. With many spins a quadrupolar anisotropy starts at order $M^2$ for small $M$, so a reduction by about three is expected. The ring shows $0.934/0.298=3.1$, but four spins are too few for this argument: when $M$ is small, they lie on average more along a perpendicular axis than along $\mathbf M$. The close match is accidental.

In a large ordered system the error is small. Write $\tau=\partial E/\partial\theta$. Weighting by $M^{-2}$ and expanding in the fluctuation of $M$ gives
\begin{equation}
\frac{\langle\tau M^{-2}\rangle}{\langle M^{-2}\rangle}-\langle\tau\rangle
\approx-\frac{2\,\mathrm{cov}(\tau,M)}{\langle M\rangle}.
\end{equation}
Once the cell is much wider than the correlation length, the covariance, $\langle\tau\rangle$ and $\langle M\rangle$ all grow as $N$, so the relative error falls as $1/N$. In a thin film with weak anisotropy, long spin waves keep distant spins correlated, and the fall is slower until the cell reaches that width.

\section{Low-temperature limit}

Set $\theta=0$ and write $\mathbf S_i=(u_i,v_i,\sqrt{1-u_i^2-v_i^2})$. To second order,
\begin{equation}
E=E_0+\frac J2\sum_{\langle ij\rangle}\left[(u_i-u_j)^2+(v_i-v_j)^2\right]+k\sum_i(u_i^2+v_i^2).
\end{equation}
In normal modes each transverse component has energy $\frac12\varepsilon_qa_q^2$, where $\varepsilon_q$ is $J$ times an eigenvalue of the bond Laplacian plus $2k$. Equipartition gives $\langle a_q^2\rangle=k_BT/\varepsilon_q$. The constraint $\sum u_i=\sum v_i=0$ removes the uniform mode. With $m=\langle M\rangle/N$ and two components,
\begin{equation}
1-m=\frac1{2N}\sum_i\langle u_i^2+v_i^2\rangle
=\frac{k_BT}{N}\sum_q{}'\frac1{\varepsilon_q}. \label{loss}
\end{equation}

The barrier follows by turning the easy axis from $z$ to $x$ in the ensemble at $\theta=0$:
\begin{equation}
\Delta F=-k_BT\ln\left\langle e^{-\beta k\sum_i(S_{iz}^2-S_{ix}^2)}\right\rangle_{0}. \label{fep}
\end{equation}
This holds because the average is the ratio $Z(90^\circ)/Z(0)$. To first order in $k$, and using symmetry about $z$,
\begin{align}
\Delta F&\approx k\sum_i\left\langle1-(u_i^2+v_i^2)-\tfrac12(u_i^2+v_i^2)\right\rangle\nonumber\\
&=kN[1-3(1-m)]\approx kNm^3 .
\end{align}
The cube is thus a leading-order law in $1-m$ for weak uniaxial anisotropy.

\section{Worked example: a storage layer}

Consider a perpendicular storage layer of a magnetic tunnel junction, with rough typical parameters: four atomic layers of a simple cubic lattice, spacing $a=0.28$ nm, $J=60$ meV, $k=0.14$ meV and $2\mu_B$ per site. The cell has $5\times5$ sites in plane, periodic in plane and open along the normal, so $N=100$. Each angle and temperature used 40 copies, 80 warm-up sweeps and 240 further sweeps.

At 300 K the slopes per site at $6.25^\circ$, $29.70^\circ$, $60.30^\circ$ and $83.75^\circ$ are 0.02116, 0.08470, 0.08429 and 0.02125 meV/rad. Divided by $\sin2\theta$ they all give 0.098 meV, so the curve is close to $\sin^2\theta$. Equation~(\ref{quad}) reads
\begin{align}
\Delta F/N&=0.2732(0.02116+0.02125)\nonumber\\
&\quad+0.5122(0.08470+0.08429)=0.0981\ \text{meV}.
\end{align}
Dividing by $a^3$ gives $K=0.716$ MJ/m$^3$, against 1.022 MJ/m$^3$ at zero temperature. The barrier of the whole cell is only 9.8 meV, or $0.38\,k_BT$, so an ordinary simulation would also visit the hard directions here. The cell illustrates the method; it is not a case that requires it.

\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $m$ & $\Delta F/N$ (meV) & Eq.~(\ref{fep}) (meV) & exponent\\
100 & 0.965 & 0.1256(1) & 0.1257(1) & 3.01\\
300 & 0.886 & 0.0981(1) & 0.0976(3) & 2.95\\
400 & 0.844 & 0.0848(2) & 0.0845(3) & 2.95\\
600 & 0.741 & 0.0587(3) & 0.0585(3) & 2.90
\end{tabular}
\end{center}

Figures in brackets are standard errors in the last digit. The exponent is $\ln(\Delta F/Nk)/\ln m$; up to 600 K it stays near three, even where $1-m$ is no longer small. Its second decimal should not be read closely: at 300 K a change of 0.001 in $m$ shifts it by about 0.03, and from 300 K up the tabulated $m$ is itself uncertain by about 0.001. Better-converged sampling gives $m=0.888$ and an exponent of 2.99 at 300 K. The torque integral and Eq.~(\ref{fep}) agree within two combined standard errors at all four temperatures. Reweighting the samples by $M^{-2}$ lowers the barrier by less than 0.3\% at 300 K and by between 1\% and 2\% at 600 K, far less than in the ring.

At 100 K the sampled loss $1-m$ is 0.0353, and Eq.~(\ref{loss}) gives 0.0343. At 300 K the values are 0.114 and 0.103. The excess grows roughly tenfold for a threefold rise in $T$, much as a correction of order $T^2$ would.

\section{From the cell to a device}

For a pillar of diameter 30 nm and thickness 1.12 nm, $V=792$ nm$^3$. If the barrier scales with volume and the spins turn together, $KV/k_BT=137$ at 300 K. The model omits dipolar fields. In the continuum film limit they subtract $\frac12\mu_0(M_sm)^2=0.352$ MJ/m$^3$, with $M_s=0.845$ MA/m. This leaves 0.364 MJ/m$^3$ and a barrier of $70\,k_BT$; at 400 K it is $43\,k_BT$. A finite disc has a smaller demagnetizing difference than a film, so within this continuum picture the subtraction is an upper bound.

Reversal may instead proceed by a wall. One bond at angle $\delta\varphi$ costs $\frac12J\delta\varphi^2$, which gives a stiffness $A\approx Jm^2/2a$ when $m^2$ is included as a mean-field factor. Completing the square in $A\varphi'^2+K\sin^2\varphi$ gives the lowest wall energy per area,
\begin{equation}
2\sqrt{AK}\int_0^\pi\sin\varphi\,d\varphi=4\sqrt{AK}.
\end{equation}
With the net anisotropy, a straight wall across the full diameter costs $72\,k_BT$ at 300 K, slightly more than uniform rotation. Comparing these two numbers does not settle the path, because intermediate shapes can cost less than either. Write $\varphi=90^\circ+\eta$ near the uniform state at the top of the barrier. To second order the energy density changes by $A|\nabla\eta|^2-K\eta^2$. In a disc of radius $R$ with free edges, the slowest non-uniform mode has wave number $1.84/R$, so it lowers the energy when $2R>3.68\sqrt{A/K}$. With the net anisotropy this diameter is 22 nm at 300 K. The 30 nm pillar can therefore pass around the uniform state, and in this local model its lowest barrier is below $70\,k_BT$.

The wall also limits the method. The constraint fixes the direction of the total $\mathbf M$, not of each region. In a wide cell at $\theta=90^\circ$, opposite domains may cost less than uniform rotation, and $\Delta F$ then measures walls instead of $K$. Here $A=1.35\times10^{-11}$ J/m at 300 K, so $\sqrt{A/K}=4.3$ nm, well above the cell width of 1.4 nm.

A small cell, however, lacks long spin waves. Equation~(\ref{loss}) at 300 K gives a loss of 0.103 for 5 sites and 0.142 for 95 sites, about the pillar's width, both with periodic edges in plane. By the cube law the factor $K(T)/K(0)$ falls from 0.72 to 0.63. The wide-cell value describes only the curvature of $F$ near the easy axis. It is not a barrier: at 95 sites the lowest exchange mode, 0.26 meV, lies below $2k=0.28$ meV, so the expansion to first order in $k$ fails and the uniform state at $90^\circ$ is unstable in the harmonic theory. Quantum statistics act the other way. For spin $S=1$, precession gives modes of energy $\varepsilon_q/S$, each quantum lowering the total spin by one:
\begin{equation}
1-m=\frac1{NS}\sum_q{}'\frac1{e^{\varepsilon_q/Sk_BT}-1}.
\end{equation}
This returns Eq.~(\ref{loss}) when $k_BT\gg\varepsilon_q/S$. At 300 K it gives 0.040 for 95 sites, and the cube becomes 0.88, if that law is carried over.

Real storage layers are commonly one to two nanometres thick and tens of nanometres wide, and the chosen moment and anisotropy are of their usual order. The net anisotropy is a difference of two terms, however, and is very sensitive to the moment. The model has $M_sm=0.75$ MA/m at 300 K; in the film limit the cost of uniform rotation would fall to $40\,k_BT$ at 0.9 MA/m and vanish at 1.07 MA/m. The lattice and the equal $k$ on every site are idealizations: in many such layers the anisotropy comes mainly from the interfaces, whose effect on $K(T)$ is not sized here. Neglecting dipolar fields is the largest error found: in the film limit it is a factor of about two in the cost of uniform rotation, and about 1.7 for the 30 nm disc, whose demagnetizing difference is about 0.85 of the film value and whose cost of uniform rotation is then near $80\,k_BT$. Classical statistics come next: at the pillar's width, replacing 0.63 by 0.88 would raise $K$ at 300 K by about 40\%. The small cell offsets part of this, since its own factor is 0.72; in the same spin-wave estimate, correcting both together would raise $K$ by roughly a fifth, and the net anisotropy after the film-limit dipolar term by about 30\%. The figure of $70\,k_BT$ is therefore an estimate of the cost of uniform rotation in this model, not a retention rating.

Near the ordering temperature the scheme loses its purpose before it loses its validity. As order is lost on heating, $M$ fluctuates down to small values, its direction says little about the individual spins, and the $M^2$ factor is no longer a small correction: in this cell, omitting it lowers the barrier by roughly a quarter at 900 K. A long spin-wave correlation length alone does not do this; its bare value $\sqrt{J/2k}\approx15$ sites already exceeds the cell width, yet the correction stays small up to 600 K. Standard errors of the slopes and barriers are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
FOUR-SPIN RING (J = 1.0, k = 1.0, kT = 2.0, units of J)
worst flux imbalance, full rule: 2.51 standard errors
  without M^2 factor: 43.0 standard errors
  without 1/|S_jz| factor: 34.5 standard errors
barrier from definition: 0.9423 +- 0.0030 J
barrier from torque: 0.9343 +- 0.0036 J
barrier from torque, M^2 dropped: 0.2976 +- 0.0046 J
STORAGE LAYER: 100 sites, J = 60 meV, k = 0.14 meV
spacing 0.28 nm, thickness 1.12 nm, moment 2 mu_B
copies per angle and temperature: 40
zero-temperature anisotropy: 1.022 MJ/m^3
300 K: angle (deg), weight (rad), dF/dtheta per site (meV/rad), error
  6.25  0.2732  0.02116  0.00007
  29.70  0.5122  0.08470  0.00015
  60.30  0.5122  0.08429  0.00016
  83.75  0.2732  0.02125  0.00005
T (K), m, barrier per site (meV), error, exponential average (meV), error
  100  0.9647  0.12564  0.00005  0.12568  0.00006
  300  0.8864  0.09814  0.00012  0.09760  0.00028
  400  0.8439  0.08481  0.00019  0.08447  0.00026
  600  0.7409  0.05873  0.00029  0.05846  0.00033
T (K), K (MJ/m^3), exponent ln(K/K0)/ln m, acceptance, change if M^2 dropped (%)
  100  0.9170  3.011  0.377  -0.013
  300  0.7163  2.945  0.397  -0.149
  400  0.6190  2.954  0.407  -0.328
  600  0.4287  2.896  0.416  -1.330
100 K moment loss: sampled 0.0353, leading spin-wave 0.0343
PILLAR: diameter 30 nm, saturation at 0 K 0.845 MA/m
300 K: shape anisotropy, film limit 0.3524 MJ/m^3; net 0.3639 MJ/m^3
  coherent barrier / kT: 136.9 without shape, 69.5 with shape
  wall across the pillar / kT: 71.9
400 K: shape anisotropy, film limit 0.3195 MJ/m^3; net 0.2995 MJ/m^3
  coherent barrier / kT: 88.7 without shape, 42.9 with shape
  wall across the pillar / kT: 46.6
300 K leading spin-wave moment loss, classical, 5-site width: 0.1028
  classical, 95-site width: 0.1421
  quantum spin 1, 95-site width: 0.0399
  (1 - loss)^3: 0.722 small cell, 0.631 wide, 0.885 quantum
\end{verbatim}
